# Locating a Valence Edge: Broadened-DOS Fit Versus Straight-Line Extrapolation: test program

```python
# RESULT UNDER TEST
# A valence edge is found by fitting counts = A*h*G(E - Ev) + B, where G is a
# theoretical density of states (DOS) broadened by a Gaussian.  With the right
# DOS the fit is unbiased at leading order and reaches the Fisher limit; a
# straight line drawn through the leading edge keeps a bias without any noise.
# Symbols: E binding energy (eV), Ev valence edge, x = E - Ev depth below edge,
# sigma Gaussian resolution, h bin width, A band electrons, B background/bin,
# V_SIG and V_PI nearest-neighbour p-p hoppings on a simple cubic lattice.
import numpy as np
import mpmath as mp
from scipy.special import j0, gamma as gamma_function
from scipy.interpolate import CubicSpline
from scipy.integrate import quad
from scipy.optimize import minimize, minimize_scalar

V_SIG, V_PI = 0.70, -0.15
FWHM = 0.40
TO_SIGMA = 1 / (2 * np.sqrt(2 * np.log(2)))
SIGMA = FWHM * TO_SIGMA
EDGE, ELECTRONS, BACKGROUND = 2.73, 1.0e5, 20.0
H = 0.05
BIN_EDGES = 1.0 + H * np.arange(53)
CENTERS = 0.5 * (BIN_EDGES[1:] + BIN_EDGES[:-1])
X_TRUE = CENTERS - EDGE
TOP = 2 * abs(V_SIG) + 4 * abs(V_PI)


def broadened_dos(x, sigma, v_sig=V_SIG, v_pi=V_PI, width=0.0,
                  lorentz=0.0, depth_shift=0.0):
    """Normalized DOS per eV from its characteristic function.
    width: bin width; lorentz: half width; depth_shift: mean exponential shift."""
    step = 0.1
    tau = np.arange(0, 8 / sigma, step)
    chi = j0(2 * v_sig * tau) * j0(2 * v_pi * tau) ** 2
    chi = chi * np.exp(-0.5 * (sigma * tau) ** 2 - lorentz * tau)
    chi = chi * np.sinc(width * tau / (2 * np.pi)) / (1 - 1j * tau * depth_shift)
    weight = np.full(len(tau), step)
    weight[0] = step / 2
    top = 2 * abs(v_sig) + 4 * abs(v_pi)
    phase = np.exp(-1j * np.outer(np.asarray(x) - top, tau))
    return (phase @ (chi * weight)).real / np.pi


def mesh_levels(v_sig2, v_pi2, n=48):
    """Eigenvalues of the three-orbital Hamiltonian, with second neighbours."""
    k = 2 * np.pi * np.arange(n) / n
    grid = np.array(np.meshgrid(k, k, k, indexing="ij")).reshape(3, -1)
    c, s = np.cos(grid), np.sin(grid)
    ham = np.zeros((n ** 3, 3, 3))
    for a in range(3):
        b, d = (a + 1) % 3, (a + 2) % 3
        ham[:, a, a] = (2 * V_SIG * c[a] + 2 * V_PI * (c[b] + c[d])
                        + 2 * (v_sig2 + v_pi2) * c[a] * (c[b] + c[d])
                        + 4 * v_pi2 * c[b] * c[d])
        ham[:, a, b] = ham[:, b, a] = -2 * (v_sig2 - v_pi2) * s[a] * s[b]
    return np.linalg.eigvalsh(ham).ravel()


def mesh_density(x, levels, sigma):
    depth = levels.max() - levels
    norm = sigma * np.sqrt(2 * np.pi)
    return np.array([np.mean(np.exp(-0.5 * ((v - depth) / sigma) ** 2))
                     for v in x]) / norm


# --- Bessel formula against explicit diagonalization -------------------------
levels_first = mesh_levels(0.0, 0.0)
assert abs(levels_first.max() - TOP) < 1e-12
x_check = np.array([-0.3, 0.0, 0.3, 0.6, 1.0, 2.0])
dos_formula = broadened_dos(x_check, SIGMA)
dos_error = np.max(np.abs(dos_formula - mesh_density(x_check, levels_first, SIGMA)))
assert dos_error < 1e-5

# --- Universal broadened square-root edge ------------------------------------
PREFACTOR = gamma_function(1.5) / np.sqrt(2 * np.pi)


def root_edge(t):
    return PREFACTOR * float(mp.exp(-t * t / 4) * mp.pcfd(-1.5, -t))


def root_slope(t):
    return PREFACTOR * float(mp.exp(-t * t / 4) * mp.pcfd(-0.5, -t))


for t in (-1.0, 0.5, 1.5):
    direct = quad(lambda r: 2 * r * r * np.exp(-0.5 * (t - r * r) ** 2)
                  / np.sqrt(2 * np.pi), 0, 4)[0]
    assert abs(direct - root_edge(t)) < 1e-7
    assert abs((root_edge(t + 1e-4) - root_edge(t - 1e-4)) / 2e-4
               - root_slope(t)) < 1e-6
t_star = minimize_scalar(lambda t: -root_slope(t), bounds=(0, 2),
                         method="bounded", options={"xatol": 1e-9}).x
tangent_constant = t_star - root_edge(t_star) / root_slope(t_star)


def tangent_intercept(x, y):
    curve = CubicSpline(x, y)
    fine = np.linspace(x[0], x[-1], 8001)
    best = fine[np.argmax(curve(fine, 1))]
    return best - curve(best) / curve(best, 1)


small = 0.005
x_small = np.linspace(-4 * small, 4 * small, 161)
y_small = broadened_dos(x_small, small)
small_limit = tangent_intercept(x_small, y_small) / small
assert abs(small_limit - tangent_constant) < 0.02
onset = 1 / (4 * np.pi ** 2 * np.sqrt(abs(V_SIG)) * abs(V_PI))
assert abs(y_small[80] / (onset * np.sqrt(small) * root_edge(0.0)) - 1) < 0.01

# --- Noise-free straight-line bias against resolution and segment ------------
line_table = []
x_fine = np.arange(-1.5, TOP, 0.005)
for fwhm in (0.2, 0.4, 0.6, 0.8):
    y = broadened_dos(x_fine, fwhm * TO_SIGMA)
    peak = np.argmax(y)
    row = [fwhm, 1000 * tangent_intercept(x_fine[:peak + 1], y[:peak + 1])]
    for low, high in ((0.2, 0.8), (0.1, 0.5)):
        chosen = (y >= low * y[peak]) & (y <= high * y[peak])
        chosen &= np.arange(len(y)) < peak
        slope, offset = np.polyfit(x_fine[chosen], y[chosen], 1)
        row.append(-1000 * offset / slope)
    line_table.append(row)

# --- The two edge estimators --------------------------------------------------
x_template = np.arange(-3.0, 3.0, 0.01)
template = CubicSpline(x_template, broadened_dos(x_template, SIGMA, width=H))
template_slope = template.derivative()
clean_density = template(X_TRUE)
clean = ELECTRONS * H * clean_density + BACKGROUND
template_peak = np.max(template(np.linspace(0, TOP, 2001)))
SEGMENT = ((clean_density > 0.2 * template_peak)
           & (clean_density < 0.8 * template_peak))
GAP = CENTERS < 1.9


def line_edge(counts):
    baseline = counts[GAP].mean()
    slope, offset = np.polyfit(CENTERS[SEGMENT], counts[SEGMENT], 1)
    return (baseline - offset) / slope


def model(theta):
    return theta[1] * H * template(CENTERS - theta[0]) + theta[2]


def jacobian(theta):
    x = CENTERS - theta[0]
    return np.column_stack((-theta[1] * H * template_slope(x),
                            H * template(x), np.ones(len(x))))


def cost(theta, counts):
    mu = model(theta)
    if mu.min() <= 0:
        return np.inf
    return np.sum(mu - counts * np.log(mu))


def dos_fit(counts):
    start = line_edge(counts)
    base = counts[GAP].mean()
    amplitude = np.sum(counts - base) / np.sum(H * template(CENTERS - start))
    theta = np.array([start, amplitude, base])
    for _ in range(200):
        mu, jac = model(theta), jacobian(theta)
        fisher = jac.T @ (jac / mu[:, None])
        step = np.linalg.solve(fisher, jac.T @ ((counts - mu) / mu))
        now = cost(theta, counts)
        factor = 1.0
        while cost(theta + factor * step, counts) > now + 1e-11 * abs(now):
            factor /= 2
            if factor < 1e-10:
                break
        theta = theta + factor * step
        if abs(step[0]) < 1e-8:
            return theta
    raise AssertionError("edge fit did not converge")


true_theta = np.array([EDGE, ELECTRONS, BACKGROUND])
jac_true = jacobian(true_theta)
covariance = np.linalg.inv(jac_true.T @ (jac_true / clean[:, None]))
fisher_limit = np.sqrt(covariance[0, 0])

# --- Spectra built electron by electron, without the template -----------------
rng = np.random.default_rng(7)
REPLICAS = 200
dos_edges, line_edges = [], []
for replica in range(REPLICAS):
    number = rng.poisson(ELECTRONS)
    k = 2 * np.pi * rng.random((3, number))
    band = 2 * V_SIG * np.cos(k[0]) + 2 * V_PI * (np.cos(k[1]) + np.cos(k[2]))
    recorded = EDGE + TOP - band + SIGMA * rng.standard_normal(number)
    counts = np.histogram(recorded, BIN_EDGES)[0].astype(float)
    counts += rng.poisson(BACKGROUND, len(CENTERS))
    fitted = dos_fit(counts)
    dos_edges.append(fitted[0])
    line_edges.append(line_edge(counts))
    if replica == 0:
        scale = np.array([1.0, ELECTRONS, BACKGROUND])
        search = minimize(lambda p: cost(p * scale, counts), [2.7, 1.0, 1.0],
                          method="Nelder-Mead",
                          options={"xatol": 1e-7, "fatol": 1e-8,
                                   "maxiter": 5000, "maxfev": 5000})
        assert abs(search.x[0] - fitted[0]) < 1e-4
        first_dos, first_line = fitted[0], line_edges[0]
dos_errors = np.array(dos_edges) - EDGE
line_errors = np.array(line_edges) - EDGE
dos_scatter, line_scatter = dos_errors.std(ddof=1), line_errors.std(ddof=1)
dos_se, line_se = dos_scatter / np.sqrt(REPLICAS), line_scatter / np.sqrt(REPLICAS)
line_clean = line_edge(clean) - EDGE
assert abs(dos_errors.mean()) < 4 * dos_se + 2e-4
assert abs(dos_scatter / fisher_limit - 1) < 0.2
assert abs(line_errors.mean() - line_clean) < 4 * line_se + 5e-4
assert abs(line_errors.mean()) > 5 * abs(dos_errors.mean())

# --- Effects left out of the fitted model -------------------------------------
PHONON, LIFETIME, FIELD, ESCAPE = 0.10, 0.05, 0.5, 2.0
DEPTH_SHIFT = FIELD * 1e8 * ESCAPE * 1e-9      # V/m times m gives volts
GAP_WEIGHT, GAP_HEIGHT, GAP_SIGMA = 0.005, 1.5, 0.35
LOSS, TRANSMISSION = 0.10, 0.10
V_SIG2, V_PI2 = 0.05, -0.01
gap_peak = (GAP_WEIGHT * np.exp(-0.5 * ((X_TRUE + GAP_HEIGHT) / GAP_SIGMA) ** 2)
            / (GAP_SIGMA * np.sqrt(2 * np.pi)))
cumulative = template.antiderivative()
second = mesh_density(X_TRUE, mesh_levels(V_SIG2, V_PI2),
                      np.sqrt(SIGMA ** 2 + H ** 2 / 12))
effects = {
    "phonon broadening": broadened_dos(X_TRUE, np.hypot(SIGMA, PHONON), width=H),
    "lifetime": broadened_dos(X_TRUE, SIGMA, width=H, lorentz=LIFETIME),
    "hoppings +10%": broadened_dos(X_TRUE, SIGMA, 1.1 * V_SIG, 1.1 * V_PI, H),
    "pi hopping +20%": broadened_dos(X_TRUE, SIGMA, V_SIG, 1.2 * V_PI, H),
    "second neighbours": second,
    "oxide field": broadened_dos(X_TRUE, SIGMA, width=H, depth_shift=DEPTH_SHIFT),
    "Ce 4f gap states": clean_density + gap_peak,
    "inelastic loss": clean_density + LOSS * cumulative(X_TRUE),
    "transmission slope": clean_density * (1 + TRANSMISSION * X_TRUE),
}
effect_rows, response_errors, predictions = [], [], []
for name, density in effects.items():
    changed = ELECTRONS * H * density + BACKGROUND
    difference = changed - clean
    predicted = (covariance @ (jac_true.T @ (difference / clean)))[0]
    fraction = 0.01
    tiny = (dos_fit(clean + fraction * difference)[0] - EDGE) / fraction
    response_errors.append(abs(tiny - predicted))
    predictions.append(abs(predicted))
    theta = dos_fit(changed)
    misfit = np.sum((changed - model(theta)) ** 2 / model(theta))
    effect_rows.append((name, 1000 * (theta[0] - EDGE), 1000 * predicted,
                        1000 * (line_edge(changed) - EDGE), misfit))
assert max(response_errors) < 0.05 * max(predictions)

# --- Output -------------------------------------------------------------------
print(f"hoppings sigma, pi: {V_SIG:.2f}, {V_PI:.2f} eV; band width {2*TOP:.2f} eV")
print(f"resolution: FWHM {FWHM:.2f} eV, sigma {SIGMA:.4f} eV; bin {H:.2f} eV")
print(f"true edge {EDGE:.2f} eV; band electrons {ELECTRONS:.0f}")
print(f"background {BACKGROUND:.0f} counts/bin; {len(CENTERS)} bins")
print(f"fit range {BIN_EDGES[0]:.2f} to {BIN_EDGES[-1]:.2f} eV")
print(f"line segment bin centres {CENTERS[SEGMENT][0]:.3f} to "
      f"{CENTERS[SEGMENT][-1]:.3f} eV, {SEGMENT.sum()} bins")
print(f"onset coefficient {onset:.4f} eV^-1.5")
print("x (eV), broadened DOS (1/eV):")
for x, value in zip(x_check, dos_formula):
    print(f"  {x:5.2f}  {value:.4f}")
print(f"largest DOS difference from k mesh {dos_error:.1e} 1/eV")
print(f"parabolic edge: t* {t_star:.4f}, tangent bias/sigma {tangent_constant:.4f}")
print(f"lattice at sigma {small:.3f} eV: tangent bias/sigma {small_limit:.4f}")
print("noise-free line bias (meV): FWHM eV, tangent, 20-80%, 10-50%")
for row in line_table:
    print(f"  {row[0]:.1f}  {row[1]:8.1f} {row[2]:8.1f} {row[3]:8.1f}")
print(f"first spectrum: DOS edge {first_dos:.4f} eV, line edge {first_line:.4f} eV")
print(f"spectra simulated {REPLICAS}")
for name, errors, scatter, se in (("DOS", dos_errors, dos_scatter, dos_se),
                                  ("line", line_errors, line_scatter, line_se)):
    print(f"{name}: mean bias {1000*errors.mean():.2f} +/- {1000*se:.2f} meV")
    print(f"  scatter {1000*scatter:.2f} meV, rms error "
          f"{1000*np.sqrt(np.mean(errors**2)):.2f} meV")
print(f"Fisher limit {1000*fisher_limit:.2f} meV")
print(f"noise-free binned line bias {1000*line_clean:.2f} meV")
print(f"phonon sigma {PHONON:.2f} eV; lifetime half width {LIFETIME:.2f} eV")
print(f"field {FIELD:.1f} MV/cm, escape depth {ESCAPE:.1f} nm, "
      f"mean shift {DEPTH_SHIFT:.2f} eV")
print(f"gap states: weight {100*GAP_WEIGHT:.1f}%, {GAP_HEIGHT:.1f} eV above edge, "
      f"sigma {GAP_SIGMA:.2f} eV")
print(f"loss {LOSS:.2f} per eV; transmission slope {TRANSMISSION:.2f} per eV")
print(f"second-neighbour hoppings {V_SIG2:.2f}, {V_PI2:.2f} eV")
print("effect: DOS bias, first order, line bias (meV), misfit chi2")
for name, refit, predicted, line, misfit in effect_rows:
    print(f"  {name:19s}{refit:8.1f}{predicted:8.1f}{line:8.1f}{misfit:9.1f}")
print(f"chi2 expected from noise alone {len(CENTERS)-3} +/- "
      f"{np.sqrt(2*(len(CENTERS)-3)):.0f}")
print("all good")
```

Printed output:

```
hoppings sigma, pi: 0.70, -0.15 eV; band width 4.00 eV
resolution: FWHM 0.40 eV, sigma 0.1699 eV; bin 0.05 eV
true edge 2.73 eV; band electrons 100000
background 20 counts/bin; 52 bins
fit range 1.00 to 3.60 eV
line segment bin centres 2.875 to 3.275 eV, 9 bins
onset coefficient 0.2018 eV^-1.5
x (eV), broadened DOS (1/eV):
  -0.30  0.0020
   0.00  0.0390
   0.30  0.1452
   0.60  0.2830
   1.00  0.3400
   2.00  0.2353
largest DOS difference from k mesh 2.7e-09 1/eV
parabolic edge: t* 0.7650, tangent bias/sigma -0.7650
lattice at sigma 0.005 eV: tangent bias/sigma -0.7608
noise-free line bias (meV): FWHM eV, tangent, 20-80%, 10-50%
  0.2     150.0    -26.2    -67.6
  0.4       6.1    -39.9    -93.4
  0.6     -72.8   -105.6   -172.7
  0.8    -158.8   -197.0   -279.6
first spectrum: DOS edge 2.7305 eV, line edge 2.6863 eV
spectra simulated 200
DOS: mean bias 0.12 +/- 0.34 meV
  scatter 4.75 meV, rms error 4.74 meV
line: mean bias -36.62 +/- 0.89 meV
  scatter 12.58 meV, rms error 38.71 meV
Fisher limit 4.85 meV
noise-free binned line bias -35.71 meV
phonon sigma 0.10 eV; lifetime half width 0.05 eV
field 0.5 MV/cm, escape depth 2.0 nm, mean shift 0.10 eV
gap states: weight 0.5%, 1.5 eV above edge, sigma 0.35 eV
loss 0.10 per eV; transmission slope 0.10 per eV
second-neighbour hoppings 0.05, -0.01 eV
effect: DOS bias, first order, line bias (meV), misfit chi2
  phonon broadening     -22.9   -22.9   -50.6      7.6
  lifetime              -51.5   -52.0   -73.4     82.3
  hoppings +10%           9.8     8.1   -41.3      8.9
  pi hopping +20%        15.7    12.1   -51.7     29.3
  second neighbours    -111.2  -174.5  -188.5    404.3
  oxide field            76.6    59.8    19.5      1.8
  Ce 4f gap states       12.7    14.5   -26.7    109.7
  inelastic loss          6.3     6.5   -30.9      0.4
  transmission slope     13.6    14.2   -23.6      0.6
chi2 expected from noise alone 49 +/- 10
all good
```
